# How a tetragonal supercell splits the t2 level of an unrelaxed silicon vacancy

**The situation**

Remove one atom from a supercell of the silicon-like model described below, leave every other atom on its ideal site, and compute the levels at the zone centre. In a cell of 3 × 3 × 3 conventional cubes the gap holds a threefold level, with a fully symmetric single level a little below it. In a cell of 3 × 3 × 4 cubes the threefold level has become a single level and a pair; the symmetric level is still there and is not part of the splitting. A Jahn-Teller distortion along $z$ would leave the same pattern, yet no atom has moved.

These notes separate four contributions: the symmetry of the cell, the coupling between vacancy images, a real displacement, and the effects left out.

The model is one-electron, orthogonal, nearest-neighbour tight binding with orbitals $s,p_x,p_y,p_z,s^*$, without spin or self-consistency. Its rounded parameters lie in the rough regime of silicon, with lattice constant $a=0.543$ nm. Cell edges lie along the cube axes, and energies are measured from the bulk valence top. The splitting is

$$\Delta=E(b_2)-E(e),$$

where $b_2$ transforms as $z$ and $e$ as the pair $(x,y)$.

**Contribution 1: what the cell's symmetry permits**

An isolated vacancy has the site group $T_d$. At the zone centre all images carry the same phase, so the surviving operations are those of $T_d$ that also map the superlattice onto itself.

Let $h$ be the 3 × 3 matrix of any operator with this symmetry, in the basis $x,y,z$.

- The twofold rotation about $x$ reverses $y$ and $z$. It sends $h_{xy}\to-h_{xy}$ and $h_{xz}\to-h_{xz}$, so both vanish. The rotation about $y$ removes $h_{yz}$ likewise.
- The fourfold rotation-reflection about $z$ sends $x\to y$, $y\to-x$, $z\to-z$, so $h_{xx}=h_{yy}$.
- The threefold rotation about a cube diagonal sends $x\to y\to z\to x$, so $h_{xx}=h_{zz}$.

A cubic cell keeps all 24 operations, and the level stays threefold. A tetragonal $n\times n\times m$ cell loses the threefold rotations. Eight operations remain, forming $D_{2d}$, and nothing now ties $h_{zz}$ to $h_{xx}$: $t_2\to b_2+e$. A tetragonal Jahn-Teller distortion also reduces $T_d$ to $D_{2d}$, hence the likeness.

Symmetry permits a splitting but fixes neither its size nor its sign.

**Contribution 2: the vacancy images**

*The level condition.* Divide the perfect-crystal Hamiltonian into the atom to be removed (block $h_0$), the rest ($H_r$), and their coupling $V$. The block-determinant identity gives

$$\det(E-H)=\det(E-H_r)\,\det\!\left[E-h_0-V(E-H_r)^{-1}V^\dagger\right].$$

By block inversion, the last bracket is the inverse of $G_{00}(E)$, the block of $(E-H)^{-1}$ on the chosen atom. Therefore

$$\det(E-H_r)=\det(E-H)\,\det G_{00}(E).$$

Away from the crystal's own eigenvalues, the vacancy levels are the zeros of $\det G_{00}$. The twofold rotations forbid mixing among $p_x,p_y,p_z$ and with $s,s^*$, so the condition separates into one for the $s,s^*$ block, which gives the fully symmetric level (at 0.47 eV in the 3 × 3 × 3 cell, filled in the neutral vacancy; this position is specific to the model, since the direct coupling introduced below lowers it to 0.09 eV, and self-consistent calculations for silicon place it below the valence top), and three for the levels studied: $G_{\alpha\alpha}(E)=0$ for $\alpha=x,y,z$.

*Folding.* At the supercell zone centre,

$$G_{\alpha\alpha}(E)=\frac1K\sum_{\mathbf k}\sum_n\frac{|c_{\alpha,n\mathbf k}|^2}{E-\varepsilon_{n\mathbf k}},$$

where the sum runs over the $K$ bulk wavevectors that fold there and $c$ is the orbital's amplitude on the atom. A tetragonal cell samples $k_z$ with a different spacing from $k_x$ and $k_y$. This already makes $G_{zz}\neq G_{xx}$ possible in a perfect crystal.

*The same fact in real space.* For the infinite crystal, $G^\infty_{\alpha\alpha}(\mathbf R)$ is the zone average of $e^{i\mathbf k\cdot\mathbf R}$ times the summand above. Summing $e^{i\mathbf k\cdot\mathbf R}$ over all superlattice vectors $\mathbf R$ selects the folded wavevectors, so

$$G_{\alpha\alpha}(E)=G^\infty_{\alpha\alpha}(0;E)+S_\alpha(E),\qquad S_\alpha=\sum_{\mathbf R\ne0}G^\infty_{\alpha\alpha}(\mathbf R;E).$$

The first term is the isolated vacancy and is the same for $x,y,z$. The shape of the cell enters through $S_\alpha$.

*The splitting.* Let $E_0$ be the isolated level, where $G^\infty(0;E_0)=0$, and let $\delta_\alpha$ be the shift. To first order,

$$0=G^{\infty\prime}(E_0)\,\delta_\alpha+S_\alpha(E_0),\qquad \delta_\alpha=-\frac{S_\alpha(E_0)}{G^{\infty\prime}(E_0)},$$

$$\Delta\approx-\frac{S_z(E_0)-S_x(E_0)}{G^{\infty\prime}(E_0)}.$$

The dropped terms contain $\delta_\alpha S_\alpha'$ and $\delta_\alpha^2$. Differentiating $1/(E-\varepsilon)$ gives $-1/(E-\varepsilon)^2$, so $G^{\infty\prime}<0$ and $\Delta$ has the sign of $S_z-S_x$.

*Numbers for a small cell.* The isolated level lies at $E_0=0.536$ eV in a gap of 1.18 eV, with $G^{\infty\prime}=-0.1639$ eV$^{-2}$. For 2 × 2 × 3 cubes, $S_z-S_x=-0.006924$ eV$^{-1}$, so

$$\Delta\approx-\frac{-0.006924}{-0.1639}\ \text{eV}=-42\ \text{meV}.$$

The full level condition gives $-39$ meV; the linear formula overstates the magnitude by about 8% of that value.

*Which images matter.* In this small cell the parts of $S_z-S_x$ are, in $10^{-3}$ eV$^{-1}$:

- four nearest side images, at $2a$ along $x$ and $y$: $-0.32$;
- two nearest axial images, at $3a$ along $z$: $-0.07$;
- four in-plane diagonal images, at $(\pm2a,\pm2a,0)$: $-8.58$;
- all others, by difference: about $+2$.

The nearest images are not the important ones. In a cubic cell the twelve face-diagonal images together contribute nothing to $S_z-S_x$, by the threefold rotations, so the eight out-of-plane ones cancel the four in-plane ones. Stretching the cell moves those eight to positions such as $(2a,0,3a)$ and spoils the cancellation.

*Numbers for the main cell.* With 287 atoms left in 3 × 3 × 4 cubes, the pair lies at 0.5434 eV and the single level at 0.5381 eV:

$$\Delta=-5.4\ \text{meV}.$$

The linear formula gives $-5.6$ meV. Direct diagonalization of the supercell with the atom missing was tested against the level condition; it gives the same single level and pair within $10^{-7}$ eV.

*Large cells.* For an energy in the gap, $G^\infty(\mathbf R;E)$ decays exponentially with distance, apart from prefactors. The splitting follows:

- $-39$ meV for 2 × 2 × 3;
- $-5.4$ meV for 3 × 3 × 4;
- $-0.89$ meV for 4 × 4 × 5;
- $-0.075$ meV for 6 × 6 × 7;
- $-0.008$ meV for 8 × 8 × 9.

These cells also become more nearly cubic as they grow, so the series does not isolate size alone. The argument fails for a level that merges with a band, where exponential decay is lost.

*A flattened cell.* One might expect 4 × 4 × 3 to reverse the sign. It gives $-0.08$ meV: nearly zero, with the sign unchanged. This cell was not resolved into its separate images, so the reason for the small value is left open. Other flattened cells take either sign: $+5.1$ meV for 3 × 3 × 2 and $-0.21$ meV for 5 × 5 × 4. The ratio of cell edges alone does not predict the splitting.

**Contribution 3: a real tetragonal displacement**

Return to the cubic 3 × 3 × 3 cell. Let the neighbour in direction $(d_x,d_y,d_z)$, with each $d_i=\pm1$, move by

$$\mathbf u=\frac{u}{\sqrt6}(-d_x,-d_y,2d_z).$$

Since $\mathbf u\cdot\mathbf d\propto-1-1+2=0$, each neighbour moves at right angles to its line to the vacancy. A single hybrid pointing at the vacancy has a threefold axis along that line. A linear energy change would require a preferred direction perpendicular to the axis, which threefold symmetry forbids. In the $t_2$ state each hybrid also has a tail that reaches the bonds of the other neighbours, where this argument does not apply, so a small linear response survives: $-0.14$ eV/nm. For comparison, radial motion shifts the whole level by 13.6 eV/nm.

The missing ingredient is direct coupling across the vacancy. Take $v(r)=v_0(r_0/r)^2$ between hybrids, with an assumed $v_0=-0.2$ eV at the ideal separation $r_0=a/\sqrt2=0.384$ nm. Let $v_\parallel$ apply to the two pairs separated within the $xy$ plane and $v_\perp$ to the other four. The $z$ combination has hybrid signs equal to those of $d_z$, and the $x$ combination those of $d_x$. Summing over pairs gives

$$E_z=v_\parallel-2v_\perp,\qquad E_x=-v_\parallel,\qquad \Delta=2(v_\parallel-v_\perp).$$

Projecting the relative displacements onto the pair directions gives $\delta r_\parallel=-1.155u$ and $\delta r_\perp=+0.577u$. With $\delta v=-2v_0\,\delta r/r_0$,

$$\frac{\Delta}{u}=2\cdot\frac{0.4\ \text{eV}}{0.384\ \text{nm}}\,(-1.155-0.577)=-3.6\ \text{eV/nm}$$

for states made purely of hybrids. The actual states extend into the crystal, and the full calculation, which also includes the change of the nearest-neighbour hops, gives $-2.04$ eV/nm.

The false splitting therefore imitates a displacement of

$$u=\frac{-5.39\times10^{-3}\ \text{eV}}{-2.04\ \text{eV/nm}}=0.0026\ \text{nm}$$

for each neighbour. Recomputing the cubic cell at this displacement gives $-5.38$ meV. The equivalent displacement depends on the assumed $v_0$. The false splitting itself was computed without direct coupling, which changes it by about 0.5 meV. With the coupling included throughout, the splitting is $-4.9$ meV and the equivalent displacement is 0.0024 nm.

**What the false splitting does to the electrons**

A neutral vacancy puts two electrons in this level. The mean level is $\bar E=(2E_e+E_{b_2})/3$, so $E_{b_2}-\bar E=\tfrac23\Delta$. Filling the lower $b_2$ level changes the band energy, relative to two electrons at the mean, by

$$2\cdot\tfrac23\,(-5.39\ \text{meV})=-7.2\ \text{meV}.$$

This gain comes from the periodic array, not from a distortion. It can still influence a later relaxation. With $b_2$ filled, the linear electronic energy changes by $\tfrac43(-2.04)=-2.7$ eV/nm along $u$, using the cubic-cell response. The cell has thus selected $z$, whereas an isolated vacancy could distort equally along $x$, $y$ or $z$. Turning the long axis to $x$ makes $x$ the single level.

**Contribution 4: effects left out, and real silicon**

The lattice constant and gap are close to those of silicon. The level position and splitting belong to this model and are not measured values. Real vacancies relax, so the ideal geometry is a diagnostic starting point. For the example's own cells:

- Direct hybrid coupling of $-0.2$ eV raises both 3 × 3 × 4 levels by about 117 meV in first order, but changes their splitting by only 0.5 meV.
- Spin-orbit coupling, with a rough bulk splitting of 40 meV, splits the cubic-cell level by 2.4 meV in first order. The threefold degeneracy therefore refers to a calculation without spin-orbit coupling.
- For a charged vacancy, the field gradient of one image at distance $L=3a$ has the energy scale $e^2b^2/(4\pi\varepsilon_0\varepsilon_rL^3)=1.5$ meV over a bond length $b=0.235$ nm, with relative permittivity $\varepsilon_r=12$. In a cubic cell the anisotropic gradients of all images cancel at the vacancy; in a tetragonal cell they need not. This is an order-of-magnitude scale for the gradient, not a computed level splitting, which also depends on how the state's charge is distributed. It follows a power law in cell size, not an exponential.

Charge self-consistency, longer-range hopping and many-electron multiplets are not sized here. They could change the splitting substantially, so 5.4 meV should not be used as a correction to another calculation.

**Weighing the remedies**

*Use a cubic cell at the zone centre.* The 215-atom cell has no splitting, although it is smaller than the 287-atom tetragonal one. Its level still lies 10 meV above the isolated level: cubic shape removes the anisotropy, not the common shift.

*Watch the wavevector.* Away from the zone centre, the phases of the images can lower the symmetry even in a cubic cell. At $(0,0,\tfrac12)$ in supercell units, the 3 × 3 × 3 cell has $E_z-E_x=-18$ meV.

*Average over wavevectors.* Use the eight wavevectors whose supercell components are 0 or $\tfrac12$. An image with integer indices $(i,j,m)$ acquires the average phase

$$\frac{1+(-1)^i}{2}\,\frac{1+(-1)^j}{2}\,\frac{1+(-1)^m}{2},$$

which vanishes unless all three indices are even. To first order, the average has the images of a cell doubled along each edge. For 3 × 3 × 4 the averaged splitting is $-0.11$ meV, against $-5.4$ meV at the zone centre. Second-order terms remain.

To identify a Jahn-Teller effect, first establish the threefold level in an undisplaced cubic cell at the zone centre, and then let the atoms move. A splitting present before they move, whose single level follows the cell's unequal axis (long or short) and which fades once all edges are long enough, belongs to the supercell. The fading need not be steady from one cell to the next. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice constant, bond length: 0.543, 0.2351 nm
onsite s, p, s*: -4.2, 1.7, 6.7 eV
hops ss, sp, s*p, pp-sigma, pp-pi: -2.1, 2.5, 2.35, 2.7, -0.7 eV
group order, invariant forms, cubic cell: 24, 1
group order, invariant forms, tetragonal cell: 8, 2
bulk gap on 22-cube mesh: 1.183 eV
isolated t2 level above valence top: 0.5362 eV
its shift from 16- to 22-cube mesh: -5.9e-09 eV
3x3x3 cell, atoms left: 215
3x3x3 t2 level (threefold): 0.5461 eV
3x3x4 cell, atoms left: 287
3x3x4 e level (twofold): 0.5434 eV
3x3x4 b2 level (single): 0.5381 eV
3x3x4 splitting b2 - e: -5.39 meV
3x3x4 splitting, linear formula: -5.55 meV
4x4x3 (flattened) splitting b2 - e: -0.08 meV
3x3x3 at k=(0,0,1/2), z - x: -18.13 meV
2x2x3 splitting b2 - e: -39.262 meV
3x3x4 splitting b2 - e: -5.393 meV
4x4x5 splitting b2 - e: -0.886 meV
5x5x6 splitting b2 - e: -0.253 meV
6x6x7 splitting b2 - e: -0.075 meV
7x7x8 splitting b2 - e: -0.023 meV
8x8x9 splitting b2 - e: -0.008 meV
8x8x9 splitting, linear formula: -0.008 meV
G' of isolated vacancy at its level: -0.1639 1/eV^2
2x2x3 Gzz-Gxx at isolated level, folded k: -0.006924 1/eV
2x2x3 Gzz-Gxx, sum over images: -0.006916 1/eV
  part of 4 nearest side images: -0.000320 1/eV
  part of 2 nearest axial images: -0.000074 1/eV
  part of 4 in-plane diagonal images: -0.008577 1/eV
3x3x4 splitting of 8-k average: -0.11 meV
6x6x7 splitting of 8-k average: -0.000 meV
direct hybrid coupling assumed: -0.20 eV
tetragonal slope without direct coupling: -0.1353 eV/nm
tetragonal slope with direct coupling: -2.0437 eV/nm
radial (breathing) level slope, no direct: 13.5545 eV/nm
no direct, +/-0.002 nm: splitting -0.2248, 0.3183 meV
with direct, +/-0.0002 nm: splitting -0.4087, 0.4088 meV
displacement imitated by 3x3x4 cell, linear: 0.00264 nm
  splitting recomputed there: -5.38 meV (pair mismatch 1.4e-11 meV)
false band-energy gain, two electrons: -7.19 meV
spin-orbit: bulk input 40 meV, t2 splitting 2.4 meV
3x3x4 first-order shift by direct coupling, e, b2: 116.5, 117.0 meV
  change of splitting: 0.51 meV
charged-image gradient scale (eps_r=12): 1.53 meV
```
